The Mott criterion for metallic doping in phosphorus-doped silicon

**Setting and data**

A shallow donor in a semiconductor binds its electron in an orbit much wider than the lattice spacing. When the orbits of neighbouring donors overlap enough, the electrons cease to be localized. The Mott criterion estimates the donor density n_c at which this happens:

n_c^(1/3) a = C.

Here a is the donor Bohr radius, defined by an envelope exp(−r/a). The donors are randomly placed and uncompensated, meaning that no acceptors remove their electrons. "Metallic" means that the conductivity stays finite as the temperature T tends to zero.

Take a = 1.6 nm and the conventional constant C = 0.25. The host is silicon doped with phosphorus, with these rough typical values: relative permittivity 11.7, six conduction valleys, longitudinal and transverse masses 0.92 and 0.19 electron masses, donor binding energy 45 meV, and 5×10²² silicon atoms per cm³.

**(a) Find the threshold density, the donor spacing n_c^(−1/3), the mean distance to the nearest donor, and the number of silicon atoms per donor. Classify dopings of 10¹⁸ and 10¹⁹ cm⁻³. How does a 10% change in a affect the threshold?**

*Answer.* Dividing the criterion by a and cubing gives

n_c = (C/a)³ = (0.25/1.6 nm)³ = (0.15625 nm⁻¹)³ = 3.815×10⁻³ nm⁻³.

Since 1 cm = 10⁷ nm, 1 nm⁻³ = 10²¹ cm⁻³, and therefore

n_c ≈ 3.8×10¹⁸ cm⁻³,

or 5.7×10⁻⁷ bohr⁻³ in atomic units. The spacing is n_c^(−1/3) = a/C = 4a = 6.4 nm.

On average the nearest donor is closer than this, because random positions include close pairs. The probability of finding no other donor within r is exp(−4πnr³/3). The mean of a positive random distance is the integral of this survival probability:

⟨r⟩ = ∫₀^∞ exp(−4πnr³/3) dr.

With t = 4πnr³/3, we have r = (3t/4πn)^(1/3) and dr = (1/3)(3/4πn)^(1/3) t^(−2/3) dt. Hence

⟨r⟩ = (3/4πn)^(1/3) (1/3)Γ(1/3) = Γ(4/3)(3/4πn)^(1/3) = 3.55 nm at n_c.

There are 5×10²²/3.815×10¹⁸ ≈ 13 000 silicon atoms per donor, so the threshold is reached in a chemically dilute material.

At 10¹⁸ cm⁻³, n^(1/3)a = 0.160, below 0.25: insulating. At 10¹⁹ cm⁻³ it is 0.345: metallic by this criterion.

Taking the logarithm and differentiating gives, for small changes,

dn_c/n_c = 3 dC/C − 3 da/a.

For finite changes at fixed C, a radius 10% smaller gives 5.2×10¹⁸ cm⁻³ and one 10% larger gives 2.9×10¹⁸ cm⁻³. The threshold thus deserves two digits at most.

**(b) Treat the electrons as a degenerate gas in g equal isotropic valleys. Use linear Thomas–Fermi screening to find the value of C at which the screening length equals a/x.**

*Answer.* Use donor units, in which ħ, the effective mass and e²/(4πε) are 1, so that a = 1. Let U(r) be the potential energy of an electron near a donor ion. Locally the density is n(μ − U), with μ the Fermi energy measured from the band edge, so to first order

δn = −(dn/dμ) U.

The ion has charge +1 and the electrons −1. Because U is minus the electrostatic potential, Poisson's equation reads

∇²U = 4π[δ(r) − δn] = 4πδ(r) + 4π(dn/dμ)U.

Its decaying solution is U = −exp(−kr)/r, with k² = 4π dn/dμ.

Each valley holds two spins, so

n = 2g (4πk_F³/3)/(2π)³ = g k_F³/(3π²),  μ = k_F²/2.

Then dn/dk_F = g k_F²/π² and dμ/dk_F = k_F, which gives dn/dμ = g k_F/π². Inserting k_F = (3π²n/g)^(1/3),

k² = 4g k_F/π = (4/π) g^(2/3) (3π²n)^(1/3).

Now set k = x and solve for n^(1/3), which equals C because a = 1:

C = πx²/[4g^(2/3)(3π²)^(1/3)] = x²(π/3)^(1/3)/(4g^(2/3)).

The last step uses π/(3π²)^(1/3) = (π³/3π²)^(1/3). For one valley and x = 1, C = 0.254. In the one-valley model, the conventional 0.25 therefore corresponds to a screening length very close to the Bohr radius.

**(c) Numerical solution of the s-wave equation for −exp(−kr)/r shows that the last bound state disappears at ka = 1.1906. At ka = 1 the binding energy is 2.06% of that of an isolated donor. Does the screening argument establish C = 0.25?**

*Answer.* It supports the size of C but does not fix its value. At x = 1 the electron is still weakly bound. Requiring the bound state to vanish means x = 1.1906, and for one valley

C = 0.2539 × 1.1906² = 0.360,

which moves the threshold to 1.1×10¹⁹ cm⁻³ at the same a. Within Thomas–Fermi theory six valleys screen more strongly, since they offer more states at the Fermi level. Their factor 6^(−2/3) reduces C to 0.109, and the threshold to 3.2×10¹⁷ cm⁻³. The cube turns a factor of 3.3 in C into a factor of 36 in density. Under the first alternative, 10¹⁹ cm⁻³ would be insulating; under the second, 10¹⁸ cm⁻³ would be metallic.

The approximation is also strained at the transition. Thomas–Fermi theory needs a potential that varies slowly over 1/k_F. For g = 1 and k = 1, the relation k² = 4k_F/π gives k_F = π/4, so k exceeds k_F and the condition fails. It fails far worse for six valleys: at k = 1.1906, k_F = πk²/24 = 0.186, so k is 6.4 times k_F. A free gas screens poorly at wavevectors above 2k_F, so the six-valley value 0.109 overstates the screening. If the constant k² is replaced by the wavevector-dependent (Lindhard) response of the same gas, numerical solution puts the loss of the bound state at C = 0.40 for one valley and 0.27 for six. These correspond to 1.5×10¹⁹ and 4.7×10¹⁸ cm⁻³, a spread of about 3 rather than 36. The theory further assumes a free gas on the metallic side, and leaves out disorder and the repulsion between two electrons on one donor. C = 0.25 is best read as a conventional constant of a reasonable size.

**(d) Is a = 1.6 nm reasonable for phosphorus in silicon? Find the energy of the trial envelope exp(−s), with s² = (x² + y²)/a_t² + z²/a_l² and a_t > a_l, for one valley with its axis along z. Minimization gives a_t = 2.44 nm, a_l = 1.40 nm and a binding energy of 29.6 meV. Correct the radius for the actual binding energy.**

*Answer.* In the coordinates x/a_t, y/a_t, z/a_l the trial density is spherical. The derivative ∂ψ/∂x equals −(x/a_t)ψ/(a_t s), and the average of (x/a_t)²/s² is 1/3. The mean square x-derivative is thus 1/(3a_t²), and likewise for y and z. The kinetic energy is

K = (ħ²/6)[2/(m_t a_t²) + 1/(m_l a_l²)].

For the potential energy, let u be the cosine of the polar angle in scaled coordinates, so that r = s[a_t² − (a_t² − a_l²)u²]^(1/2). The radial average is

⟨1/s⟩ = ∫₀^∞ s e^(−2s) ds / ∫₀^∞ s² e^(−2s) ds = (1/4)/(1/4) = 1.

The angular average is an elementary integral:

∫₀¹ du/[a_t² − (a_t² − a_l²)u²]^(1/2) = arcsin[(1 − a_l²/a_t²)^(1/2)]/(a_t² − a_l²)^(1/2).

The energy to be minimized is therefore

E = K − [e²/(4πε)] arcsin[(1 − a_l²/a_t²)^(1/2)]/(a_t² − a_l²)^(1/2).

The criterion depends on n_c a³, that is, on orbit volume. A natural single radius is therefore the one that preserves the volume, (a_t² a_l)^(1/3) = 2.02 nm. With C = 0.25 it gives n_c = 1.9×10¹⁸ cm⁻³, half the value in (a).

The real donor binds more strongly, at about 45 meV, because near the phosphorus core the potential is deeper than the screened Coulomb form. Outside the core the Coulomb equation still holds. In isotropic donor units, with E = −1/(2ν²) and u = rψ,

−u″/2 − u/r = −u/(2ν²).

Try u ~ r^p exp(−r/ν) at large r. To order 1/r, u″/u = 1/ν² − 2p/(νr). The constant terms cancel, and the 1/r terms require p = ν. The decay length is ν, which is proportional to |E|^(−1/2). Applying this isotropic law to the mean radius is an estimate:

a ≈ 2.02 nm × (29.6/45)^(1/2) = 2.02 nm × 0.811 = 1.64 nm.

The given 1.6 nm is therefore reasonable. The corrected radius gives n_c = 3.5×10¹⁸ cm⁻³. This figure depends on the choice of the volume-preserving radius. The transverse decay length ħ/(2m_t E_b)^(1/2) = 2.1 nm, with E_b = 45 meV, would give 1.7×10¹⁸ cm⁻³, and the hydrogenic radius e²/(8πεE_b) = 1.37 nm would give 6.1×10¹⁸ cm⁻³.

**(e) Would the transition be seen as a sharp onset of conduction at 300 K? Consider a sample doped at n_c/10. The effective density of band states is N_c = 2.74×10¹⁹ cm⁻³ at 300 K.**

*Answer.* No. For dilute electrons, n = N_c exp(μ/kT), with μ measured from the band edge. A neutral donor has two spin states, so the number of ionized donors among N is

n = N/{1 + 2 exp[(μ + E_b)/kT]}.

Rearranging, and replacing exp(μ/kT) by n/N_c,

N/n − 1 = 2(n/N_c) exp(E_b/kT),

n²/(N − n) = (N_c/2) exp(−E_b/kT) ≡ Q.

The positive root of n² + Qn − QN = 0 is n = [−Q + (Q² + 4QN)^(1/2)]/2.

At 300 K, kT = 25.85 meV and Q = 1.37×10¹⁹ × exp(−45/25.85) ≈ 2.4×10¹⁸ cm⁻³. For N = 3.8×10¹⁷ cm⁻³ this gives an ionized fraction of 0.88: the sample conducts although it lies well below threshold. At 10 K, with N_c reduced as T^(3/2), the fraction is 2×10⁻¹². These figures hold E_b at its isolated-donor value and omit excited donor states. Counting the ten other 1s states of the donor, some 12 meV above the ground level, would lower the fraction at 300 K to about 0.7.

At n_c itself, a free gas in the six valleys would have a Fermi energy of 8.4 meV at T = 0, below kT at room temperature. With all donor electrons in the band at 300 K, the Fermi level would lie 50 meV below the band edge. "Metallic" in the Mott sense thus does not imply a degenerate gas at 300 K.

**(f) Does doping to n_c suffice for a low-resistance metal contact? Take a barrier φ = 0.6 eV, a rough typical value, and a tunnelling mass m = 0.19 electron masses. Compare with 10²⁰ cm⁻³ at the same barrier.**

*Answer.* Let the metal be at x = 0 and the depletion layer end at x = W. Place the Fermi level at the band edge in the bulk. Uniform ionized donors give the electron energy V(x) a curvature V″ = e²N/ε. With V and V′ zero at W,

V = e²N(W − x)²/(2ε),  W = [2εφ/(e²N)]^(1/2),

where W follows from V(0) = φ. The WKB exponent for an electron at the Fermi level is

(2/ħ)∫₀^W (2mV)^(1/2) dx = (2/ħ)(2mφ)^(1/2) ∫₀^W (1 − x/W) dx = (2mφ)^(1/2) W/ħ.

Inserting W gives φ/E₀₀, with

E₀₀ = (ħe/2)[N/(mε)]^(1/2).

At n_c, W = 14.3 nm and E₀₀ = 24.3 meV, so the transmission is exp(−600/24.3) ≈ 2×10⁻¹¹. At 10²⁰ cm⁻³, W = 2.8 nm and E₀₀ = 124.5 meV, giving 8×10⁻³. When thermal excitation is negligible, metallic doping therefore does not by itself make a low-resistance contact at this barrier height.

These are transmissions at one energy, not contact resistivities. At n_c, E₀₀ is close to kT at 300 K, so at that temperature most of the current is carried by thermally excited electrons that tunnel at energies near half the barrier height, where the barrier is about a third as thick as at its base. At 10²⁰ cm⁻³ the donor spacing n^(−1/3) is 2.2 nm, comparable with W, so the assumption of uniform charge is poor. It is also rough at n_c, where W is only about twice the spacing. The Fermi level was placed at the band edge, but at T = 0 a free gas in the six valleys would have it about 8.4 meV higher at n_c and 74 meV higher at 10²⁰ cm⁻³. At fixed φ and with an abrupt depletion edge this roughly doubles both transmissions, to 4×10⁻¹¹ and 1.7×10⁻². Keeping the gradual fall of the electron density at the edge gives 3×10⁻¹¹ and 1.4×10⁻² instead. Image-force lowering of the barrier is also left out. The interface fields 2φ/(eW) are 0.8 and 4.3 MV/cm. With the static permittivity, the image term lowers the barrier top by about 0.10 and 0.22 eV and raises the two transmissions by factors of about 3 and 2.

**Comparison with the real material**

The measured low-temperature threshold of phosphorus-doped silicon is roughly 4×10¹⁸ cm⁻³, close to the result of (a). This agreement does not validate the screening derivation, whose variants in (c) span 3×10¹⁷ to 1×10¹⁹ cm⁻³ with Thomas–Fermi screening (the lower end far outside its range of validity) and 5×10¹⁸ to 1.5×10¹⁹ cm⁻³ with Lindhard screening. The masses, permittivity and binding energy used here are typical of silicon. Compensation breaks the assumption of one electron per donor, and its effect is not estimated here. A contact used at room temperature also lies outside the low-temperature definition of "metallic". The doping of 10²⁰ cm⁻³ considered in (f) is some 26 times n_c.

Numbers as computed

```
Donor Bohr radius a: 1.60 nm
Mott constant C: 0.25
C/a: 0.15625 nm^-1
Threshold n_c: 3.815e+18 cm^-3
Threshold n_c, atomic units: 5.653e-07 bohr^-3
Spacing n_c^(-1/3): 6.40 nm
Mean nearest-neighbour distance: 3.55 nm
Same from random points: 3.55 nm
Silicon atom density (rough): 5e+22 cm^-3
Silicon atoms per donor: 13107
n^(1/3) a at 1e+18 cm^-3: 0.160
n^(1/3) a at 1e+19 cm^-3: 0.345
n_c if a is 10% smaller: 5.23e+18 cm^-3
n_c if a is 10% larger: 2.87e+18 cm^-3
Critical k*a for last bound state: 1.1906
Binding left at k*a=1: 2.06 % of isolated donor
C, one valley, k*a=1: 0.2539
n_c, one valley, k*a=1: 3.99e+18 cm^-3
C, one valley, critical k*a: 0.3599
n_c, one valley, critical k*a: 1.14e+19 cm^-3
C, six valleys, critical k*a: 0.1090
n_c, six valleys, critical k*a: 3.16e+17 cm^-3
Relative permittivity (rough): 11.7
Longitudinal mass (rough): 0.92 m_e
Transverse mass (rough): 0.19 m_e
Density-of-states mass per valley: 0.321 m_e
Donor binding energy (rough): 45 meV
Variational transverse radius: 2.44 nm
Variational longitudinal radius: 1.40 nm
Variational binding energy: 29.6 meV
Geometric-mean radius: 2.02 nm
n_c from geometric-mean radius: 1.89e+18 cm^-3
Tail factor from stronger binding: 0.811
Radius after tail scaling: 1.64 nm
n_c from scaled radius: 3.53e+18 cm^-3
Fermi energy at n_c, T=0: 8.39 meV
kT at 300 K: 25.85 meV
Fermi level from band edge, 300 K: -49.7 meV
Band density N_c at 300 K: 2.74e+19 cm^-3
Dilute doping n_c/10: 3.81e+17 cm^-3
Its ionized fraction at 300 K: 0.878
Its ionized fraction at 10 K: 2.1e-12
Contact barrier (rough): 0.6 eV
Depletion width at n_c: 14.26 nm
E00 at n_c: 24.3 meV
WKB transmission at n_c: 1.9e-11
Depletion width at 1e20 cm^-3: 2.79 nm
E00 at 1e20 cm^-3: 124.5 meV
WKB transmission at 1e20 cm^-3: 8.1e-03
```
